**Trap densities from subthreshold swing versus film thickness**

For a film much thinner than its screening length, with weak bending by back-interface traps, the program examines $S=\ln10\,(kT/e)[1+(D+gt)/c]$. Here $g$ is the bulk trap density per volume and energy, $D$ the sum of both interface trap densities per area and energy, $t$ the film thickness, and $c$ the insulator capacitance per area divided by $e^2$. Synthetic swings come from a nonlinear Poisson solution with Fermi-filled traps and free electrons. The program asserts that a line through four films from 6 to 12 nm recovers $g$ within 10% and $D$ within 5%; the output shows errors of +4.0% and −1.0%. It also asserts the trap-filling law, the potential profile, the leading back-trap and screening corrections, and the recovery of total $D$ when all interface traps sit on either face. Further assertions cover the unit conversion, the fit errors under random noise, and the thick-film limit of the subband sum. Between 150 and 200 nm the slope returns only 0.014 of the true $g$, which shows the loss of bulk information in thick films. The remaining output sizes neglected effects, the largest of which, for the assumed parameters, is a sloping trap spectrum combined with a Fermi level that rises as the film thins.

## Numerical verification

```python
"""Subthreshold swing S of a trap-filled film much thinner than its screening length:
    S = ln(10) (kT/e) [1 + (D + g t)/c],   c = C/e^2,   C = eps_i/(4 pi d)  (Gaussian).
g: bulk traps per volume and energy; D = D1 + D2: front plus back interface traps per
area and energy; t: film thickness; d, eps_i: insulator thickness and permittivity.
The slope of S(t) gives g and the intercept gives D.  Lengths in nm, energies in eV.
The reference is a nonlinear Poisson solution with Fermi-filled traps and free electrons.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

TEMP = 300.0
kT = sc.k * TEMP / sc.e
K = sc.e / sc.epsilon_0 * 1e9             # 4 pi e^2 in eV nm
eps, eps_i, d = 10.0, 3.9, 100.0
mass = 0.3 * sc.m_e
g, D1, D2 = 3e-4, 2e-3, 1e-3              # nm^-3 eV^-1, nm^-2 eV^-1
D = D1 + D2
u_flat = -0.5                             # Fermi level minus band edge at flat band
band_depth = 2.0                          # traps extend this far below the band edge
Nc = 2 * (mass * sc.k * TEMP / (2 * np.pi * sc.hbar**2))**1.5 * 1e-27
c = eps_i / (K * d)
ideal = np.log(10) * kT                   # V per decade
lam = np.sqrt(eps / (K * g))
sheet = 1e-7                              # free electrons per nm^2 at the reading point
AREA, VOL = 1e14, 1e21                    # nm^-2 to cm^-2, nm^-3 to cm^-3


def occupied(u):
    """Integral of the Fermi function over the trap band, in eV."""
    return kT * (np.logaddexp(0, (u + band_depth) / kT) - np.logaddexp(0, u / kT))


def filling(w):
    return occupied(u_flat + w) - occupied(u_flat)


def film(t, w_back, front, back):
    """Integrate from the back face; return gate energy, log sheet density, front w."""
    n_flat = Nc * np.exp(u_flat / kT)

    def rhs(s, y):
        w, p, _ = y
        charge = g * filling(w) + n_flat * np.expm1(w / kT)
        return [p, K / eps * charge, np.exp((w - w_back) / kT)]

    start = [w_back, K / eps * back * filling(w_back), 0.0]
    sol = solve_ivp(rhs, (0, t), start, method="DOP853", rtol=1e-10, atol=1e-13)
    w, p, weight = sol.y[:, -1]
    gate = w + d / eps_i * (eps * p + K * front * filling(w))
    log_n = np.log(Nc * weight) + (u_flat + w_back) / kT
    return gate, log_n, w


def profile_ratio(t, back):
    b = K * back * lam / eps
    return np.cosh(t / lam) + b * np.sinh(t / lam)


def swing(t, front=D1, back=D2, density=sheet):
    """Numerical swing at fixed sheet density, with w at the back and gate energy."""
    r = profile_ratio(t, back)            # used only to bracket the root
    w = brentq(lambda x: film(t, x, front, back)[1] - np.log(density),
               0.02 / r, 0.4 / r)
    hi = film(t, w * 1.001, front, back)
    lo = film(t, w * 0.999, front, back)
    S = np.log(10) * (hi[0] - lo[0]) / (hi[1] - lo[1])
    return S, w, film(t, w, front, back)[0]


def extract(t, S):
    slope, intercept = np.polyfit(t, S, 1)
    return c * slope / ideal, c * (intercept / ideal - 1)


def thin_swing(t, bulk=g, interface=D):
    return ideal * (1 + (interface + bulk * t) / c)


# Unit conversion: Gaussian C/e^2 against the SI capacitance per area.
C_SI = eps_i * sc.epsilon_0 / (d * 1e-9)
assert abs(C_SI / sc.e * 1e-18 / c - 1) < 1e-9

# A flat trap band fills in proportion to the band shift (direct quadrature).
u_test, shift = -0.33, 0.02
change = quad(lambda E: expit((u_test + shift - E) / kT) - expit((u_test - E) / kT),
              -band_depth, 0, points=[u_test], epsabs=1e-12, limit=200)[0]
assert abs(change / shift - 1) < 1e-4

# Potential profile, including the back-interface term.
ratio_num = film(60.0, 0.02, D1, D2)[2] / 0.02
assert abs(ratio_num / profile_ratio(60.0, D2) - 1) < 1e-3

# First correction, from back traps; next-order terms are about one percent of it.
t0 = 0.05
extra = swing(t0, density=1e-11)[0] / ideal - thin_swing(t0) / ideal
back_term = K * D2 * t0 / (2 * eps) * (1 + (D1 - D2) / c)
assert abs(extra / back_term - 1) < 0.04
false_g = K * D2 / (2 * eps) * (c + D1 - D2)

# Screening correction without back traps; residual free charge limits agreement.
t0 = 2.0
extra = (swing(t0, D1, 0.0, 1e-10)[0] - thin_swing(t0, interface=D1)) / ideal
assert abs(extra / (t0**2 / (3 * lam**2) * (1 + D1 / c)) - 1) < 0.03

# Synthetic data and extraction from the rounded table.
thick = np.array([6.0, 8.0, 10.0, 12.0])
runs = [swing(t) for t in thick]
table = np.round([r[0] for r in runs], 4)
assert np.max(np.abs(table / thin_swing(thick) - 1)) < 0.03
g_fit, D_fit = extract(thick, table)
assert abs(g_fit / g - 1) < 0.10 and abs(D_fit / D - 1) < 0.05

# The intercept counts interface traps whichever face carries them.
g_front, D_front = extract(thick, [swing(t, D, 0.0)[0] for t in thick])
g_back, D_back = extract(thick, [swing(t, 0.0, D)[0] for t in thick])
assert abs(D_front / D - 1) < 0.05 and abs(D_back / D - 1) < 0.05

# Films thicker than the screening length: the slope loses the bulk density.
t_long = np.array([150.0, 200.0])
S_long = np.array([swing(t)[0] for t in t_long])
g_long = extract(t_long, S_long)[0]
assert abs(g_long) < 0.3 * g

# Fit errors from independent swing noise, checked by random trials.
noise = 0.002
spread = np.sum((thick - thick.mean())**2)
err_g = c / ideal * noise / np.sqrt(spread)
err_D = c / ideal * noise * np.sqrt(1 / len(thick) + thick.mean()**2 / spread)
rng = np.random.default_rng(4)
trials = table[:, None] + noise * rng.standard_normal((len(thick), 20000))
g_try, D_try = extract(thick, trials)
assert abs(g_try.std() / err_g - 1) < 0.03 and abs(D_try.std() / err_D - 1) < 0.03

# Confinement: Fermi level relative to the bulk band edge at fixed sheet density.
N2 = mass * sc.k * TEMP / (np.pi * sc.hbar**2) * 1e-18


def level(t, j=1):
    return (np.pi * sc.hbar * j / (t * 1e-9))**2 / (2 * mass * sc.e)


def subband_sum(t):
    return np.sum(np.exp(-level(t, np.arange(1, 2001)) / kT))


assert abs(N2 * subband_sum(500.0) / (Nc * 500.0) - 1) < 0.02
fermi = np.array([kT * np.log(sheet / (N2 * subband_sum(t))) for t in thick])
dos_scale = 0.5
growth = np.exp((fermi - fermi[-1]) / dos_scale)
g_conf, D_conf = extract(thick, thin_swing(thick, g * growth, D * growth))

# Other neglected effects.
gamma, hot, offset = 0.1, 310.0, 1.0
g_mob, D_mob = extract(thick, thin_swing(thick) / (1 + gamma))
g_hot, D_hot = extract(thick, thin_swing(thick) * hot / TEMP)
D_off = extract(thick + offset, thin_swing(thick))[1]
free_share = sheet / kT / (D + g * thick[0])
depth = -(u_flat + runs[1][1])
cross = 1e-16
speed = np.sqrt(8 * sc.k * TEMP / (np.pi * mass)) * 100
tau = np.exp(depth / kT) / (cross * speed * Nc * VOL)
gate = runs[-1][2]
field = (gate - film(thick[-1], runs[-1][1], D1, D2)[2]) / d * 10


def pct(value, reference):
    return 100 * (value / reference - 1)


slope, intercept = np.polyfit(thick, table * 1000, 1)
print(f"Temperature {TEMP:.0f} K; kT = {kT:.5f} eV; ideal swing = {ideal*1000:.2f} mV/dec")
print(f"Film: permittivity {eps:.1f}, mass {mass/sc.m_e:.2f} m_e")
print(f"Insulator: permittivity {eps_i:.1f}, thickness {d:.0f} nm")
print(f"4 pi e^2 = {K:.3f} eV nm")
print(f"Capacitance C = {C_SI*1e5:.2f} nF/cm2")
print(f"c = C/e^2 = {c*AREA:.4e} cm^-2 eV^-1")
print(f"Input bulk density g = {g*VOL:.2e} cm^-3 eV^-1")
print(f"Input D1, D2, D = {D1*AREA:.2e}, {D2*AREA:.2e}, {D*AREA:.2e} cm^-2 eV^-1")
print(f"Screening length = {lam:.1f} nm")
print(f"Back-trap length eps/(4 pi e^2 D2) = {eps/(K*D2):.0f} nm")
print(f"Flat-band Fermi level relative to band edge = {u_flat:.2f} eV")
print(f"Sheet density at reading point = {sheet*AREA:.1e} cm^-2")
for t, S in zip(thick, table):
    print(f"t = {t:4.1f} nm: S data {S*1000:.1f}, thin formula {thin_swing(t)*1000:.1f} mV/dec")
print(f"Fitted slope = {slope:.3f} mV/dec per nm; intercept = {intercept:.2f} mV/dec")
print(f"Extracted g = {g_fit*VOL:.3e} cm^-3 eV^-1 (error {pct(g_fit,g):+.1f} %)")
print(f"Extracted D = {D_fit*AREA:.3e} cm^-2 eV^-1 (error {pct(D_fit,D):+.1f} %)")
print(f"False bulk density from back traps = {false_g*VOL:.2e} cm^-3 eV^-1")
print(f"All interface traps in front: errors g {pct(g_front,g):+.1f} %, D {pct(D_front,D):+.1f} %")
print(f"All interface traps at back: errors g {pct(g_back,g):+.1f} %, D {pct(D_back,D):+.1f} %")
for t, S in zip(t_long, S_long):
    print(f"Thick film t = {t:.0f} nm: S = {S*1000:.1f} mV/dec")
print(f"Apparent g from thick films / true g = {g_long/g:.3f}")
print(f"Swing noise {noise*1000:.1f} mV/dec: one-sigma error of g {100*err_g/g:.1f} %, D {100*err_D/D:.1f} %")
print(f"Free charge / trap response at {thick[0]:.0f} nm = {100*free_share:.2f} %")
print(f"Hard-wall lowest level: {level(thick[0])*1000:.1f} meV at {thick[0]:.0f} nm, "
      f"{level(thick[-1])*1000:.1f} meV at {thick[-1]:.0f} nm")
print(f"Fermi-level shift, thinnest minus thickest = {(fermi[0]-fermi[-1])*1000:.1f} meV")
print(f"Trap spectrum rising as exp(E/{dos_scale:.1f} eV): errors g {pct(g_conf,g):+.1f} %, D {pct(D_conf,D):+.1f} %")
print(f"Mobility ~ density^{gamma:.1f}: errors g {pct(g_mob,g):+.1f} %, D {pct(D_mob,D):+.1f} %")
print(f"Film at {hot:.0f} K taken as {TEMP:.0f} K: errors g {pct(g_hot,g):+.1f} %, D {pct(D_hot,D):+.1f} %")
print(f"Thickness overstated by {offset:.1f} nm: error D {pct(D_off,D):+.1f} %")
print(f"Fermi level below band edge at {thick[1]:.0f} nm (back face) = {depth:.3f} eV = {depth/kT:.1f} kT")
print(f"Trap emission time, cross section {cross:.0e} cm2: {tau:.1e} s")
print(f"Gate voltage from flat band at {thick[-1]:.0f} nm = {gate:.3f} V")
print(f"Insulator field = {field:.4f} MV/cm")
print("PASS")
```

Printed output:

```
Temperature 300 K; kT = 0.02585 eV; ideal swing = 59.53 mV/dec
Film: permittivity 10.0, mass 0.30 m_e
Insulator: permittivity 3.9, thickness 100 nm
4 pi e^2 = 18.095 eV nm
Capacitance C = 34.53 nF/cm2
c = C/e^2 = 2.1553e+11 cm^-2 eV^-1
Input bulk density g = 3.00e+17 cm^-3 eV^-1
Input D1, D2, D = 2.00e+11, 1.00e+11, 3.00e+11 cm^-2 eV^-1
Screening length = 42.9 nm
Back-trap length eps/(4 pi e^2 D2) = 553 nm
Flat-band Fermi level relative to band edge = -0.50 eV
Sheet density at reading point = 1.0e+07 cm^-2
t =  6.0 nm: S data 193.3, thin formula 192.1 mV/dec
t =  8.0 nm: S data 210.4, thin formula 208.7 mV/dec
t = 10.0 nm: S data 227.7, thin formula 225.2 mV/dec
t = 12.0 nm: S data 245.0, thin formula 241.8 mV/dec
Fitted slope = 8.620 mV/dec per nm; intercept = 141.52 mV/dec
Extracted g = 3.121e+17 cm^-3 eV^-1 (error +4.0 %)
Extracted D = 2.969e+11 cm^-2 eV^-1 (error -1.0 %)
False bulk density from back traps = 2.85e+15 cm^-3 eV^-1
All interface traps in front: errors g +5.2 %, D -2.0 %
All interface traps at back: errors g -2.2 %, D +1.0 %
Thick film t = 150 nm: S = 588.7 mV/dec
Thick film t = 200 nm: S = 594.4 mV/dec
Apparent g from thick films / true g = 0.014
Swing noise 2.0 mV/dec: one-sigma error of g 5.4 %, D 5.0 %
Free charge / trap response at 6 nm = 0.08 %
Hard-wall lowest level: 34.8 meV at 6 nm, 8.7 meV at 12 nm
Fermi-level shift, thinnest minus thickest = 35.1 meV
Trap spectrum rising as exp(E/0.5 eV): errors g -19.2 %, D +22.5 %
Mobility ~ density^0.1: errors g -9.1 %, D -15.6 %
Film at 310 K taken as 300 K: errors g +3.3 %, D +5.7 %
Thickness overstated by 1.0 nm: error D -10.0 %
Fermi level below band edge at 8 nm (back face) = 0.331 eV = 12.8 kT
Trap emission time, cross section 1e-16 cm2: 4.4e-05 s
Gate voltage from flat band at 12 nm = 0.663 V
Insulator field = 0.0496 MV/cm
PASS
```
